\section*{Why a nickel disilicide precipitate moves through amorphous silicon}

\section{What to fit to a measured needle speed}

In nickel-induced lateral crystallization, a thin NiSi$_2$ precipitate advances into amorphous silicon (a-Si) and leaves a needle of crystalline silicon (c-Si) behind it. Whoever models this process must decide which transport coefficient to fit to the measured speed, and whether silicon has to diffuse through the silicide at all. One picture has nickel diffusing forward and silicon diffusing backward, each down its own chemical-potential difference. Read literally, it asks for two diffusivities and two driving forces.

There is one driving force, the free energy $\Delta g>0$ per atom by which a-Si lies above c-Si. The two opposite chemical-potential differences are the form this force takes inside the silicide. If the interfaces are fast, the quantity to fit is the combination $2D_{\mathrm{Ni}}+D_{\mathrm{Si}}$, and $D_{\mathrm{Si}}$ may be zero. A model with immobile silicon, solved in closed form, yields the motion and the opposite differences without assuming any chemical-potential gradient. The combination of diffusivities then follows from the conservation of both species.

\section{A row of nickel atoms in immobile silicon}

Take a row of cells of length $b$, each holding two silicon atoms that never leave it. $N$ nickel atoms occupy $N$ of the cells, at most one per cell. The $x$ axis points from the crystal (rear) to the amorphous side (front). An empty cell behind the last nickel atom is c-Si, with free energy $0$. An empty cell ahead of the first is a-Si, with free energy $2\Delta g$. An empty cell between nickel atoms is a nickel vacancy in the silicide, with free energy $g_{\mathrm{vac}}$. No nickel dissolves in either form of silicon.

Hops to a neighbouring empty cell change the free energy as follows.
\begin{itemize}
\item An interior atom only moves a vacancy: $\Delta F=0$.
\item The front atom, hopping forward, turns an a-Si cell into silicide and leaves a vacancy: $\Delta F=g_{\mathrm{vac}}-2\Delta g$.
\item The rear atom, hopping forward, fills a vacancy and leaves a c-Si cell: $\Delta F=-g_{\mathrm{vac}}$.
\end{itemize}
Reverse hops have the opposite sign. Atom $j$, counted from the rear, hops at the rate $r_j\min(1,e^{-\Delta F/kT})$, which obeys detailed balance. Here $r_j=w$ for interior atoms and $r_1=r_N=\kappa w$, so a small $\kappa$ describes slow interfaces. Assume $g_{\mathrm{vac}}>2\Delta g$ and define
\begin{equation}
z_{\mathrm r}=e^{-g_{\mathrm{vac}}/kT},\qquad
z_{\mathrm f}=e^{-(g_{\mathrm{vac}}-2\Delta g)/kT}.
\end{equation}
The front atom then creates vacancies at the rate $\kappa w z_{\mathrm f}$, and the rear atom, hopping backward, at the rate $\kappa w z_{\mathrm r}$. All other permitted hops of atom $j$ have the rate $r_j$.

\subsection{The steady state}

Let $m_k$ be the number of vacancies between atoms $k$ and $k+1$. When atom $j$ hops forward, one vacancy passes from gap $j$ to gap $j-1$. Try independent gaps,
\begin{equation}
P(m_1,\dots,m_{N-1})=\prod_{k=1}^{N-1}(1-z_k)\,z_k^{m_k},
\end{equation}
and write $z_0=z_{\mathrm r}$, $z_N=z_{\mathrm f}$. Let $\theta_k=1$ if $m_k>0$ and $\theta_k=0$ otherwise. The total rate of leaving a configuration is
\begin{equation}
\sum_{k}\theta_k(r_k+r_{k+1})+\kappa w(z_{\mathrm r}+z_{\mathrm f}).
\end{equation}
The flow into it, divided by its probability, has two parts. A vacancy may just have entered gap $k$ from gap $k+1$; the earlier configuration had one vacancy fewer in gap $k$ and one more in gap $k+1$, hence the relative weight $z_{k+1}/z_k$. Entry from gap $k-1$ has the weight $z_{k-1}/z_k$, and creation at an end fits the same expressions through $z_0$ and $z_N$. Or a vacancy may just have been removed at an end. Together,
\begin{equation}
\sum_k\theta_k\,\frac{r_{k+1}z_{k+1}+r_kz_{k-1}}{z_k}+\kappa w(z_1+z_{N-1}).
\end{equation}
Equating the coefficients of $\theta_k$ gives $r_{k+1}z_{k+1}+r_kz_{k-1}=(r_k+r_{k+1})z_k$, that is,
\begin{equation}
r_{k+1}(z_{k+1}-z_k)=r_k(z_k-z_{k-1})\equiv J .
\label{eq:J}
\end{equation}
The same $J$ therefore holds for every atom. For the two end atoms this reads $\kappa w(z_1-z_{\mathrm r})=\kappa w(z_{\mathrm f}-z_{N-1})$, which makes the remaining terms equal as well. The trial distribution is stationary.

Since $P(m_k>0)=z_k$, atom $j$ hops forward at the mean rate $r_jz_j$ and backward at $r_jz_{j-1}$. Its net rate is $J$, and the row moves at $v=bJ$. Summing $z_j-z_{j-1}=J/r_j$ over the $N$ atoms gives
\begin{equation}
z_{\mathrm f}-z_{\mathrm r}=\frac{J}{w}\left(N-2+\frac{2}{\kappa}\right),
\qquad
v=bw\,\frac{z_{\mathrm f}-z_{\mathrm r}}{N-2+2/\kappa}.
\label{eq:row}
\end{equation}
The sign of $v$ is the sign of $\Delta g$. The precipitate moves into the amorphous side although silicon never leaves its cell; silicon only rearranges locally as a cell changes from a-Si to silicide and later to c-Si.

The condition $g_{\mathrm{vac}}>2\Delta g$ keeps every $z_k$ below 1, so that the distribution can be normalized. If it fails, the front atom lowers the free energy by running ahead alone, and a compact precipitate is no longer assured.

A numerical solution of the full master equation, with gaps cut off at 12 cells, tests Eq.~(\ref{eq:row}). For $g_{\mathrm{vac}}=2kT$, $2\Delta g=kT$ and $\kappa=1$, the formula gives $(e^{-1}-e^{-2})/N=0.2325/N$ cells per hop time $1/w$. The numerical speeds for $N=2,3,4$ are 0.1163, 0.0775 and 0.0581, in agreement. With $\Delta g=0$ the speed vanishes to rounding. With $\Delta g$ reversed and $N=3$ it is $-0.0285$. This is not the mirror image of $+0.0775$, because $g_{\mathrm{vac}}$ was held fixed relative to c-Si, so that only $z_{\mathrm f}$ changed.

\section{The chemical potentials inside the row}

A geometric distribution has the mean gap $z_k/(1-z_k)$. There is one nickel atom per gap, so the local vacancy fraction is
\begin{equation}
c_k=\frac{z_k/(1-z_k)}{1+z_k/(1-z_k)}=z_k .
\end{equation}
For $n_{\mathrm o}$ occupied cells of free energy $g_0$ and $n_{\mathrm v}$ vacant ones, with $n=n_{\mathrm o}+n_{\mathrm v}$ and ideal mixing,
\begin{equation}
F=n_{\mathrm o}g_0+n_{\mathrm v}g_{\mathrm{vac}}
+kT\left(n_{\mathrm o}\ln\frac{n_{\mathrm o}}{n}+n_{\mathrm v}\ln\frac{n_{\mathrm v}}{n}\right).
\end{equation}
Adding a vacant cell adds two silicon atoms; adding an occupied cell adds two silicon atoms and one nickel atom. Differentiating with respect to $n_{\mathrm v}$ and $n_{\mathrm o}$ therefore gives
\begin{align}
2\mu_{\mathrm{Si}}&=g_{\mathrm{vac}}+kT\ln c,\label{eq:musi}\\
\mu_{\mathrm{Ni}}+2\mu_{\mathrm{Si}}&=g_0+kT\ln(1-c).\label{eq:muni}
\end{align}
Inserting $c=z_{\mathrm r}$ in Eq.~(\ref{eq:musi}) gives $\mu_{\mathrm{Si}}=0$, the value in c-Si; inserting $c=z_{\mathrm f}$ gives $\mu_{\mathrm{Si}}=\Delta g$, the value in a-Si. By Eq.~(\ref{eq:J}), $z_k$ rises steadily toward the front. Hence $\mu_{\mathrm{Si}}$ rises toward the front and $\mu_{\mathrm{Ni}}$ falls. The opposite gradients have come out of the motion; they were not put in.

Their being opposite does not depend on the vacancy model. At fixed temperature and pressure, the Gibbs--Duhem relation for a phase with $y$ nickel atoms per two silicon atoms is
\begin{equation}
y\,d\mu_{\mathrm{Ni}}+2\,d\mu_{\mathrm{Si}}=0 .
\end{equation}
Both $y$ and 2 are positive, so the two potentials cannot rise together. If both faces are in local equilibrium with the silicon they touch, the difference in $\mu_{\mathrm{Si}}$ is $\Delta g$. For $y\approx1$ the difference in $\mu_{\mathrm{Ni}}$ is then about $-2\Delta g$. In the vacancy model, subtracting Eq.~(\ref{eq:muni}) at the rear from the same equation at the front gives
\begin{equation}
\Delta\mu_{\mathrm{Ni}}=-2\Delta g+kT\ln\frac{1-c_{\mathrm f}}{1-c_{\mathrm r}},
\qquad \frac{c_{\mathrm f}}{c_{\mathrm r}}=e^{2\Delta g/kT}.
\end{equation}

Take $\Delta g=0.10$ eV and 500~$^\circ$C, where $kT=0.0666$ eV. With the round model value $g_{\mathrm{vac}}=0.7$ eV, tangents constructed numerically on the free-energy curve give $\Delta\mu_{\mathrm{Ni}}=-0.2000$ eV. The vacancy fraction rises from $2.7\times10^{-5}$ at the rear to $5.5\times10^{-4}$ at the front. With $g_{\mathrm{vac}}=0.3$ eV the front has 22\% vacancies and the difference becomes $-0.216$ eV. The factor 2 thus belongs to the nearly stoichiometric compound; the opposite sign does not depend on it.

\section{Slow interfaces and the word ``because''}

Suppose that the interior hop rate $w$ grows without limit while the interface rate $\kappa w$ stays fixed. From Eq.~(\ref{eq:row}),
\begin{equation}
J=\frac{z_{\mathrm f}-z_{\mathrm r}}{(N-2)/w+2/(\kappa w)}\;\longrightarrow\;\frac{\kappa w}{2}(z_{\mathrm f}-z_{\mathrm r}),
\qquad
z_{N-1}-z_1=\frac{(N-2)J}{w}\;\longrightarrow\;0 .
\end{equation}
The precipitate keeps a finite speed while the chemical-potential differences inside it vanish. They cannot, then, be the source of the motion. They are the part of $\Delta g$ that is spent on moving nickel through the silicide, and the rest is spent at the faces.

The numerical solution shows the division at finite rates, now with $w$ fixed. For four atoms and $2\Delta g=kT$, the rise of $2\mu_{\mathrm{Si}}$ from the first gap to the last is $0.47\,kT$ when $\kappa=1$. It is $0.044\,kT$ when the end hops are 20 times slower. The speed falls from 0.0581 to 0.0055 cells per hop time, and both gradients keep their signs.

\section{When silicon moves too}

In a real slab of thickness $L$ both species may be mobile. Neglect any direct coupling between the two flows, and let their drift velocities relative to the silicide lattice be
\begin{equation}
u_i=-\frac{D_i}{kT}\frac{d\mu_i}{dx},
\end{equation}
where $D_i$ is $kT$ times the mobility, which need not equal a tracer diffusivity. Let the lattice itself drift at $s$ relative to the crystal left behind. Nickel stays in the slab, so its mean velocity is that of the slab. Silicon crosses the rear face into a crystal at rest. With $n_{\mathrm{Si}}$ and $n_{\mathrm c}$ the numbers of silicon atoms per volume in NiSi$_2$ and c-Si, the two balances are
\begin{align}
u_{\mathrm{Ni}}+s&=v,\\
n_{\mathrm{Si}}(u_{\mathrm{Si}}+s-v)&=-n_{\mathrm c}v .
\end{align}
Dividing the second by $n_{\mathrm{Si}}$ and subtracting it from the first eliminates $s$:
\begin{equation}
u_{\mathrm{Ni}}-u_{\mathrm{Si}}=\frac{v}{\beta},\qquad \beta=\frac{n_{\mathrm{Si}}}{n_{\mathrm c}} .
\label{eq:rel}
\end{equation}
Only the motion of nickel relative to silicon counts. For $y\approx1$, $d\mu_{\mathrm{Ni}}=-2\,d\mu_{\mathrm{Si}}$, and Eq.~(\ref{eq:rel}) becomes
\begin{equation}
\frac{v}{\beta}=\frac{2D_{\mathrm{Ni}}+D_{\mathrm{Si}}}{kT}\,\frac{d\mu_{\mathrm{Si}}}{dx}.
\end{equation}
In steady motion the left side is the same at every $x$. Integrating across the slab, with local equilibrium at both faces, gives
\begin{equation}
v=\beta\,\overline{(2D_{\mathrm{Ni}}+D_{\mathrm{Si}})}\,\frac{\Delta g}{kT\,L},
\label{eq:v}
\end{equation}
where the bar is an average over $\mu_{\mathrm{Si}}$ between its two face values. Either species alone can carry the motion.

The second balance also gives the mean silicon velocity relative to the crystal, $u_{\mathrm{Si}}+s=v(1-1/\beta)$. Rounded room-temperature lattice constants of 0.543 nm for Si and 0.541 nm for NiSi$_2$ give $\beta=1.011$. NiSi$_2$ expands more on heating than Si, so at 500~$^\circ$C $\beta$ is closer still to 1, within about half a percent on either side. Silicon therefore nearly stands still while nickel moves through it. Relative to the slab, nickel rests and silicon streams backward. ``Opposite diffusion'' describes a choice of frame; Eq.~(\ref{eq:rel}) holds in all of them.

The row is a special case of Eq.~(\ref{eq:v}). For few vacancies $L\approx Nb$. Between neighbouring gaps Eq.~(\ref{eq:J}) gives $u_{\mathrm{Ni}}=b^2w\,dz/dx$, and $dz=(2z/kT)\,d\mu_{\mathrm{Si}}=-(z/kT)\,d\mu_{\mathrm{Ni}}$, so $D_{\mathrm{Ni}}=b^2wz$. This grows toward the front. With $X=2\Delta g/kT$, its average is
\begin{equation}
\overline{D_{\mathrm{Ni}}}=\frac{D_{\mathrm r}}{X}\int_0^X e^{t}\,dt=D_{\mathrm r}\frac{e^X-1}{X},
\label{eq:mean}
\end{equation}
where $D_{\mathrm r}$ is the value at the rear. For $\kappa=1$, $\beta=1$ and $D_{\mathrm{Si}}=0$, Eq.~(\ref{eq:v}) then reproduces Eq.~(\ref{eq:row}).

\section{A needle at 500~$^\circ$C}

Take rough typical values for nickel-induced lateral crystallization: $\Delta g=0.10$ eV, $L=10$ nm, needle width 20 nm and speed $0.3$ nm/s. Solving Eq.~(\ref{eq:v}) for the diffusivity gives
\begin{equation}
\overline{2D_{\mathrm{Ni}}+D_{\mathrm{Si}}}=\frac{v\,kT\,L}{\beta\,\Delta g}
=\frac{0.3\times0.0666\times10}{1.011\times0.10}\ \mathrm{nm^2/s}
\approx2.0\ \mathrm{nm^2/s},
\end{equation}
or $2.0\times10^{-14}$ cm$^2$/s. For the assumed speed, thickness and $\Delta g$ this is a lower bound, because it spends the whole of $\Delta g$ inside the silicide. In linear response, an interface mobility $M$ adds a second term,
\begin{equation}
\Delta g=\frac{v\,kT\,L}{\beta(2D_{\mathrm{Ni}}+D_{\mathrm{Si}})}+\frac{v}{M}.
\end{equation}
At $\Delta g=1.5\,kT$ a constant $M$ is only a rough description: for a row with slow interfaces, Eq.~(\ref{eq:row}) gives $v/\Delta g\propto(e^X-1)/X$ at fixed $g_{\mathrm{vac}}$, which at $X=3$ is about six times its weak-drive value. This factor belongs to the hop rule and the reference chosen: end rates $\propto e^{-\Delta F/2kT}$ give about 2.3, and with the vacancy cost held fixed relative to a-Si instead of c-Si the ratio falls to about 0.3. If the interfaces take half of $\Delta g$, the required mean, now taken over the part of the $\mu_{\mathrm{Si}}$ range left to the silicide, doubles to about $4.0$ nm$^2$/s. The speed of a single needle cannot separate the two terms. Comparing precipitates of different thickness could, since only the first term grows with $L$, provided that temperature, $\Delta g$ and $M$ are the same for all of them. If the diffusivities vary with $\mu_{\mathrm{Si}}$, their mean can also shift with $L$; with a constant $M$, a straight-line fit of $1/v$ against $L$ then separates the terms only roughly. Suppose, for example, that only nickel moves, that its diffusivity varies as in the row, and that the faces take half of $\Delta g$ at $L=10$ nm. A fit from 5 to 20 nm then makes the interface term about 30--35\% too large if the whole interface loss is at the front, and about 35--40\% too small if it is at the rear, depending on the thicknesses sampled. The size of the error depends on the interface law: for the row itself, whose interfaces have no constant $M$, Eq.~(\ref{eq:row}) makes $1/v$ exactly linear in $N$.

If nickel alone moves, by vacancies, and the interfaces are fast, the mean $D_{\mathrm{Ni}}$ is about $1.0$ nm$^2$/s. Since $X=3.0$, Eq.~(\ref{eq:mean}) puts it near $0.16$ nm$^2$/s at the rear and $3.1$ nm$^2$/s at the front, a factor of 20 across 10 nm. A nickel mobility measured on NiSi$_2$ in equilibrium with c-Si would, multiplied by $kT$, give the rear value, which should not be inserted as the mean.

A real needle, unlike the planar slab, has side walls. With a rough wall energy of $0.3$ J/m$^2$, the four walls of a square needle take 7.5\% of the driving free energy. At the given speed this raises the required mean diffusivity by about 8\%. If the diffusivity varies with $\mu_{\mathrm{Si}}$, its value at equilibrium with c-Si changes by a different factor, which depends on where the loss occurs. The share varies as the inverse width and would reach the whole drive at 1.5 nm. For ordinary epitaxy on the walls, a rough Arrhenius law for (001) silicon gives $0.01$ nm/s, or 3\% of the needle speed. At that rate, growth on two opposite walls would widen the crystal by 20 nm over 300 nm of travel. The actual walls should be slower, since a needle along $\langle111\rangle$ has no $\{001\}$ walls and other orientations grow more slowly. The estimate is rough, however: a change of 0.05 eV in the barrier alone changes the rate by a factor of about 2. With a rate three times lower the widening is about 7 nm. A model of the final grain shape should therefore include epitaxy at the rate of the actual walls, even though Eq.~(\ref{eq:v}) does not. Nickel left in the crystal at an assumed $10^{18}$ cm$^{-3}$ would exhaust the precipitate after about 250 $\mu$m, which breaks the assumption of conserved nickel on long runs. Misfit strain between Si and NiSi$_2$, less than $1$ meV per silicon atom, strain from the roughly 2\% density difference between a-Si and c-Si, about $1$ meV per atom if fully constrained, and the self-heating of a single needle, below $10^{-8}$ K, are negligible here. The numerical output lists the inputs to these estimates.

\section*{Table of computed values}
\begin{verbatim}
temperature: 773.15 K; kT: 0.06662 eV
dg, a-Si above c-Si: 0.10 eV per atom
slab thickness: 10 nm; needle width: 20 nm
assumed needle speed: 0.30 nm/s
lattice constants Si, NiSi2: 0.543, 0.541 nm
Si density in c-Si: 49.97 nm^-3; in NiSi2: 50.52 nm^-3
Ni density in NiSi2: 25.26 nm^-3; beta: 1.0111
model cell free energy of NiSi2: -0.9 eV
Tangent construction, front minus rear:
 g_vac 0.7 eV: mu_Si +0.1000 eV, mu_Ni -0.20003 eV
  vacancy fraction rear 2.736e-05, front 5.505e-04
 g_vac 0.3 eV: mu_Si +0.1000 eV, mu_Ni -0.21606 eV
  vacancy fraction rear 0.0111, front 0.2229
Hopping row, g_vac = 2 kT, 2 dg = 1 kT, immobile Si:
 speed with 2 Ni atoms: 0.11627 cells per hop time
 speed with 3 Ni atoms: 0.07751 cells per hop time
 speed with 4 Ni atoms: 0.05814 cells per hop time
 speed, 4 atoms, end hops 20 times slower: 0.00554
 2 mu_Si drop, first to last gap, fast ends: 0.4706 kT
 2 mu_Si drop, first to last gap, slow ends: 0.0440 kT
 speed, 3 atoms, dg = 0: 5.3e-18 (rounding)
 speed, 3 atoms, dg reversed: -0.02852
 weak drive 0.02 kT, g_vac 5 kT: speed 3.4029e-05
  continuum law for the same case: 3.3690e-05
Worked example:
 least 2 D_Ni + D_Si: 1.977 nm^2/s = 1.98e-14 cm^2/s
 mean D_Ni if only Ni moves: 0.988 nm^2/s
 2 dg/kT: 3.002; D_front/D_rear: 20.12
 D_Ni at rear: 0.155, at front: 3.122 nm^2/s
 mean Si velocity in crystal frame: 0.00330 nm/s
 needed 2 D_Ni + D_Si if interfaces take half of dg: 3.953 nm^2/s
Neglected effects, rough inputs:
 driving free energy density: 8.01e+08 J/m^3
 side-wall energy 0.3 J/m^2 takes 7.5 % of the drive
 width at which it takes all: 1.50 nm
 misfit: 0.37 %; modulus 170 GPa
 strain energy: 0.285 meV per Si atom
 epitaxy inputs: 4e+15 nm/s, 2.7 eV
 side-wall epitaxy speed: 0.0100 nm/s = 3.3 % of needle speed
 Ni left behind 1e+18 cm^-3: range 253 micrometres
 self-heating at 1 W/(m K): 4.8e-09 K
\end{verbatim}
